# Finding loop inductance from ringing, then sizing an RC snubber

**Question**

I have a half-bridge with 650 V silicon carbide MOSFETs on a 400 V bus, switching at 100 kHz. When the upper transistor turns on, the voltage across the lower one, which is off, overshoots and rings at 100 MHz. I soldered a 300 pF capacitor directly across the lower transistor, and the ringing dropped to 50 MHz.

I want to fit a series RC snubber there, and I am told that I first need the parasitic capacitance and inductance. My reasoning was that half the frequency means twice the capacitance, so the original capacitance must also be 300 pF. Is that right? How do I get the inductance, which I can't measure directly? And once I have both, how do I choose R and C, other than by trying parts until the trace looks better?

**Answer**

The 300 pF estimate assumes that frequency varies as $1/C$. It varies as $1/\sqrt C$, and that changes the answer by a factor of three.

**The circuit that rings**

Let $C_0$ be the capacitance across the open lower switch, $L$ the inductance of the loop through the bus capacitor and both transistors, and $V$ the bus voltage. Let $v$ be the switch voltage and $i$ the loop current in excess of the load current. The load current is taken as constant during the ringing, so it drops out. Losses are ignored for now, and $C_0$ is treated as constant. Then

$$L\frac{di}{dt}=V-v,\qquad C_0\frac{dv}{dt}=i .$$

Differentiating the second equation and inserting the first gives

$$LC_0\frac{d^2v}{dt^2}+v=V .$$

The deviation $v-V$ oscillates at the angular frequency $\omega_0=2\pi f_0$, where

$$\omega_0^2LC_0=1 .$$

**Two readings, two unknowns**

The added capacitor $C_a$ is in parallel with $C_0$, and $L$ is unchanged. The two readings therefore say

$$LC_0=\frac{1}{4\pi^2f_0^2},\qquad L(C_0+C_a)=\frac{1}{4\pi^2f_1^2}.$$

Divide the second by the first, and write $m=f_0/f_1$:

$$\frac{C_0+C_a}{C_0}=m^2\quad\Rightarrow\quad C_0=\frac{C_a}{m^2-1}.$$

Subtract the first from the second, which removes $C_0$:

$$L=\frac{1}{4\pi^2C_a}\left(\frac1{f_1^2}-\frac1{f_0^2}\right).$$

With $m=2$, the total capacitance became four times the original. The added part is three of those four shares:

$$C_0=\frac{300\ \text{pF}}{4-1}=100\ \text{pF}.$$

The inductance follows from the first reading:

$$L=\frac{1}{(2\pi\times10^8\ \text{s}^{-1})^2\,(10^{-10}\ \text{F})}=25.3\ \text{nH}.$$

Had $C_0$ been 300 pF, your capacitor would have doubled the total, and the ringing would have fallen only to $100/\sqrt2\approx71$ MHz.

The snubber also needs the characteristic impedance, which is the ratio of voltage amplitude to current amplitude in the ring:

$$Z_0=\sqrt{L/C_0}=15.9\ \Omega .$$

**How far to trust the readings**

Differentiating the logarithm of $C_0=C_a/(m^2-1)$ gives

$$\frac{\delta C_0}{C_0}=-\frac{2m^2}{m^2-1}\frac{\delta m}{m}.$$

An error in $f_1$ alone has $\delta m/m=-\delta f_1/f_1$, so at $m=2$ the relative error of $C_0$ is $+8/3$ times that of $f_1$. For $L$, only the term $1/f_1^2$ varies:

$$\frac{\delta L}{L}=-2\,\frac{1/f_1^2}{1/f_1^2-1/f_0^2}\frac{\delta f_1}{f_1}=-\frac{2m^2}{m^2-1}\frac{\delta f_1}{f_1},$$

which is $-8/3$ times. Reading $f_1$ high by 1% would give 102.7 pF and 24.7 nH. The factor $2m^2/(m^2-1)$ grows without limit as $m\to1$, so a test capacitor that barely moves the frequency is a poor choice.

Four other disturbances, each taken alone:

- A loop resistance of 1 Ω changes the deduced values to 99.6 pF and 25.5 nH, which is negligible here.
- A lead inductance of 1 nH in the test capacitor gives 97.1 pF and 26.1 nH. At 50 MHz the lead cancels part of the capacitor's reactance, so the part acts as a slightly larger capacitor than its marking. Keep the leads short.
- Your probe's capacitance is part of $C_0$. If the probe contributes 10 pF, the bare switch has 90 pF and rings at 105.4 MHz without it. The deduced $L$ is unaffected, because the probe was present in both readings.
- In a leaded package part of the loop inductance lies between the terminals and the die, so $C_a$ is not strictly in parallel with $C_0$. With 5 nH there, your two readings would belong to 81 pF and a total of 31 nH, not to 100 pF and 25.3 nH. The deduced values are then effective ones. For a 300 pF snubber soldered at the same terminals the best resistor is still 15 Ω in that case.

**Why the snubber needs both parts**

A resistor alone across the switch would damp the ring, but it would also carry current for as long as the switch is off. The series capacitor $C_s$ blocks that steady current. It must still be large enough to let the ringing current reach the resistor.

The two extremes of $R$ show that there is a best value. With $R\to0$, the snubber is just your test capacitor again, and the circuit rings undamped at a lower frequency. With $R\to\infty$, the snubber is disconnected, and the circuit rings undamped at $f_0$. Damping exists only between these limits.

**The characteristic equation**

For a natural mode $e^{st}$ the bus is a short circuit for the changing part of the voltage. The admittances connected to the switch node must then add to zero:

$$\frac1{sL}+sC_0+\frac{sC_s}{1+sRC_s}=0 .$$

Multiply by $sL(1+sRC_s)$:

$$(1+s^2LC_0)(1+sRC_s)+s^2LC_s=0 .$$

Use the dimensionless quantities $p=s/\omega_0$, $n=C_s/C_0$ and $r=R/Z_0$. Then $s^2LC_0=p^2$ and $s^2LC_s=np^2$. Since $\omega_0Z_0C_0=1$, also $sRC_s=rnp$. Expanding gives

$$rn\,p^3+(1+n)p^2+rn\,p+1=0 .$$

This cubic has one real root and a pair. Write it, after division by $rn$, as

$$(p+a)(p^2+2\zeta wp+w^2)=0 ,$$

where $w$ is the natural frequency of the pair in units of $\omega_0$ and $\zeta$ is its damping ratio. The pair oscillates if $\zeta<1$. Comparing the coefficients of $p^2$, $p$ and 1 gives

$$a+2\zeta w=\frac{1+n}{rn},\qquad w^2+2\zeta wa=1,\qquad aw^2=\frac1{rn}.$$

Replace $1/(rn)$ in the first relation by $aw^2$ and divide by $a$. Rearrange the second as well:

$$\frac{2\zeta w}{a}=(1+n)w^2-1,\qquad 2\zeta w\,a=1-w^2 .$$

Multiplying these two removes $a$:

$$4\zeta^2w^2=(1-w^2)\left[(1+n)w^2-1\right].$$

Expand the right side and divide by $w^2$:

$$4\zeta^2=n+2-\left[(1+n)w^2+\frac1{w^2}\right].$$

**The best resistor for a given capacitor**

I take "best" to mean the largest $\zeta$ at fixed $C_s$. This makes the ring die away in the fewest cycles. Least overshoot is a separate condition, although in the 300 pF example below it gives nearly the same resistor, 15.3 Ω against 15.0 Ω, with the same peak to the volt. For abrupt edges the heat does not depend on $R$ at all.

Let $M=\sqrt{1+n}$. The bracket is a sum of two positive terms whose product is $M^2$, so it is at least $2M$, with equality when the terms are equal, at $w^2=1/M$. Since $n+2=M^2+1$,

$$4\zeta_{\max}^2=M^2+1-2M=(M-1)^2\quad\Rightarrow\quad \zeta_{\max}=\frac{M-1}{2}.$$

To find the resistor, divide the relation for $2\zeta wa$ by the one for $2\zeta w/a$:

$$a^2=\frac{1-w^2}{M^2w^2-1}=\frac{1-1/M}{M-1}=\frac1M .$$

Then $rn=1/(aw^2)=M^{3/2}$, and with $n=M^2-1$,

$$R=Z_0\,\frac{M^{3/2}}{M^2-1}.$$

These formulas apply for $1<M<3$, which means $C_s<8C_0$. In that range $\zeta_{\max}<1$, so no choice of $R$ removes the oscillation entirely. At $M=3$ the three roots coincide. Beyond it the mode is no longer an oscillating pair at this setting, and another criterion is needed.

**Your test capacitor can be the snubber capacitor**

If $C_s=C_a$, then $M^2=(C_0+C_a)/C_0=m^2$. The ratio of your two measured frequencies is itself $M$, and the attainable damping ratio is $(m-1)/2$. The pair's natural frequency $\omega_0/\sqrt M$ is the geometric mean of the two measured frequencies, here about 71 MHz.

For $C_s=300$ pF and $M=2$,

$$\zeta=\frac12,\qquad R=15.92\ \Omega\times\frac{2\sqrt2}{3}=15.0\ \Omega .$$

A search over $R$, using the roots of the circuit equations, found the same values, 15.01 Ω and 0.5000. Small departures cost little: setting $R=Z_0$ instead gives 0.493. Larger ones are noticeable, with 0.435 at 12 Ω and 0.452 at 18 Ω. A standard 15 Ω part is suitable.

The same search at two other capacitor sizes also agrees with the formula. The heat in the last column is derived below.

| $C_s$ (pF) | $R$ (Ω) | $\zeta$ | heat per cycle (µJ) |
|---|---|---|---|
| 125 | 23.4 | 0.25 | 28 |
| 300 | 15.0 | 0.50 | 56 |
| 525 | 12.0 | 0.75 | 92 |

More damping is bought with a larger capacitor, and the capacitor is paid for in heat.

**The overshoot that remains**

Suppose the upper switch applies the bus abruptly, with everything initially at rest. Without a snubber the solution is $v=V(1-\cos\omega_0t)$, which peaks at $2V=800$ V, above the 650 V rating.

With the snubber, the current through $L$ equals the current into the two branches. In Laplace form,

$$\frac{V/s-\hat v}{sL}=\hat v\left(sC_0+\frac{sC_s}{1+sRC_s}\right).$$

Solving for $\hat v$ gives

$$\hat v=\frac Vs\,\frac{1+rnp}{rn\,p^3+(1+n)p^2+rn\,p+1}.$$

At the chosen point $rn=2\sqrt2$ and $a=w=1/\sqrt2$. Put $p=q/\sqrt2$. The numerator becomes $1+2q$ and the denominator $(q+1)(q^2+q+1)$. In the scaled time $\tau=\omega_0t/\sqrt2$, which belongs to $q$, the transform of $v/V$ is

$$\frac{2q+1}{q(q+1)(q^2+q+1)}=\frac{2q+1}{q^2+q}-\frac{2q+1}{q^2+q+1}.$$

The split works because the two denominators on the right differ by 1. The first fraction is $1/q+1/(q+1)$. In the second, $2q+1=2(q+\tfrac12)$ and $q^2+q+1=(q+\tfrac12)^2+\tfrac34$, which is the transform of a damped cosine. Hence

$$\frac vV=1+e^{-\tau}-2e^{-\tau/2}\cos\!\left(\frac{\sqrt3}{2}\tau\right).$$

At $\tau=0$ this is $1+1-2=0$, as it must be. The peak comes at 6.5 ns, where $\tau=2.89$:

$$\frac vV=1+0.056+0.378=1.434,\qquad v=574\ \text{V}.$$

So $\zeta=\frac12$ still leaves a 43% overshoot in this circuit. The snubber shortens the ringing, but its first peak remains substantial.

**Heat in the resistor**

During the rising edge the bus delivers the charge $(C_0+C_s)V$ at voltage $V$, hence the energy $(C_0+C_s)V^2$. Half of it ends up stored in the capacitors. The inductor's excess current returns to zero, so the other half has gone into $R$:

$$E_{\text{rise}}=\tfrac12(C_0+C_s)V^2=\tfrac12(400\ \text{pF})(400\ \text{V})^2=32\ \mu\text{J}.$$

This is the value for an abrupt edge. With a slower turn-on, part of this energy heats the upper transistor instead of $R$.

When the lower switch voltage falls abruptly, $C_s$ discharges through $R$ and adds $\frac12C_sV^2=24$ µJ. The energy in $C_0$ goes into the transistor instead. The total per cycle is

$$E=C_sV^2+\tfrac12C_0V^2=48+8=56\ \mu\text{J},$$

which at 100 kHz is 5.6 W. An abrupt fall also puts the full 400 V across the resistor, so it must stand an initial current of $400/15.0=26.7$ A. Choose a low-inductance part rated for such pulses as well as for the average power.

If the load current brings the voltage down steadily over a time $T$ much longer than $RC_s=4.5$ ns, the snubber current is $C_sV/T$. The heat of the fall is then

$$R\left(\frac{C_sV}{T}\right)^2T=\frac{RC_s}{T}\,C_sV^2 ,$$

which tends to zero for a slow fall. The 24 µJ belongs to the abrupt case. Between the two limits neither figure holds: with constant $C_0$ and a 10 A load current the fall takes about 13 ns and leaves 11 µJ in $R$.

**What a real MOSFET changes**

A capacitance near 100 pF at 400 V and a loop of some tens of nanohenries are plausible rough values for a discrete 650 V silicon carbide device in a leaded package. Such a device does not have a constant $C_0$, however: its output capacitance rises steeply at low voltage. A rough description is the abrupt-junction law

$$C(v)=C_0\sqrt{\frac{V+\phi}{v+\phi}},\qquad \phi=3\ \text{V},$$

which equals 100 pF at the bus voltage and 1159 pF at zero.

Your readings survive this. For a ring that starts 100 V below the bus, the two-frequency method returns 100.3 pF and 25.4 nH. It measures the capacitance near the bus voltage, so read the frequencies late in the ring, where the swing is small.

The full step does not survive it so well. Without a snubber or losses, the inductor current is zero at the peak $v_p$, so energy conservation requires

$$\int_0^{v_p}(V-v)\,C(v)\,dv=0 .$$

For constant $C$ this gives $v_p=2V$. For the junction law, substitute $u=\sqrt{v+\phi}$, so that $dv/\sqrt{v+\phi}=2\,du$. The condition becomes

$$\int_{u_0}^{u_1}(V+\phi-u^2)\,du=0\quad\Rightarrow\quad u_1^2+u_1u_0+u_0^2=3(V+\phi),$$

with $u_0^2=\phi$ and $u_1^2=v_p+\phi$. For $\phi\ll V$ the peak approaches $3V$; for these numbers it is 1144 V. The large capacitance at low voltage lets the loop current build up for longer before the voltage reaches the bus value. Avalanche is not included, so a figure above the rating is a warning and not a predicted waveform.

With the 300 pF, 15 Ω snubber, the computed peaks are as follows. The edge time is that of a linear rise of the applied bus voltage.

| edge | constant $C_0$ | junction law |
|---|---|---|
| abrupt | 574 V | 668 V |
| 10 ns | 489 V | 517 V |
| 20 ns | not computed | 438 V |

For an abrupt edge, the snubber that looked safe with constant $C_0$ exceeds the 650 V rating. With a 10 ns edge it stays well below. In this model the snubber is therefore adequate only together with a limited edge speed, so check the edge on your own board before relying on it.

The heat rises too. The energy lost in charging the transistor's capacitance is $\int_0^V(V-v)C(v)\,dv$, which is 8 µJ for constant $C_0$. With the same substitution, the junction law gives

$$2C_0\sqrt{V+\phi}\int_{\sqrt\phi}^{\sqrt{V+\phi}}(V+\phi-u^2)\,du\approx19\ \mu\text{J}.$$

For abrupt edges the total becomes about 67 µJ per cycle, or 6.7 W; with the 10 ns rise the resistor's share of the rising edge drops from 43 µJ to 24 µJ. A 10 W resistor with proper cooling is a more sensible start than one chosen for 5.6 W.

**Two smaller effects**

Diode recovery can leave an excess current $i_0$ in the loop when the voltage starts to rise. In the linear circuit, this acts like an added voltage impulse of area $Li_0$ in series with the bus. The response to an impulse is the derivative of the response to a step, so

$$v_{\text{new}}(t)=v(t)+\frac{Li_0}{V}\frac{dv}{dt}.$$

For $i_0=5$ A the prefactor is $25.3\times5/400=0.32$ ns. That is short compared with the ring, so the waveform is mainly shifted earlier by 0.32 ns. At the peak $dv/dt=0$, and the height changes only in second order: from 574 V to 575 V. Larger recovery currents need a fresh calculation.

A lead inductance of 2 nH in the snubber, with $R$ and $C_s$ held fixed, changes the damping ratio from 0.50 to 0.54. The small rise does not show that leads are useful, since I have not computed the overshoot with the lead present. It does show that 2 nH will not spoil the damping here.

**What to build**

Start with 300 pF and 15 Ω in series, mounted directly across the lower transistor. Measure the peak at full bus voltage, after raising the bus in steps so that an excessive peak shows itself early. If the peak is too high, slow the upper transistor's turn-on. If the ring lasts too long, increase $C_s$ moderately, recompute $R$ from the formula, and check the heat again. With constant $C_0$ and an abrupt edge, the voltage settles to within 2% of the bus in 19 ns with 300 pF and still 19 ns with 400 pF, in 15 ns with 450 pF and 16 ns with 525 pF, but it needs 21 ns with 750 pF. The settling time does not fall steadily with $C_s$, and a much larger capacitor does not shorten it. Such a capacitor does lower the first peak, to 504 V with 750 pF, at the price of more heat. The numerical output below lists most of the values used here; the rest follow from the formulas or from solving the circuit equations above numerically.

## Values computed for the example and the checks

```
Readings: f0 = 100.0 MHz, f1 = 50.0 MHz, added 300 pF
Node capacitance C0 = 100.0 pF
Loop inductance L = 25.33 nH
Characteristic impedance Z0 = 15.92 ohm
Transient ring without added capacitor = 100.000 MHz
Transient ring with added capacitor = 50.000 MHz
Second circuit, true: 160.0 pF, 18.00 nH; added 220 pF
Second circuit, deduced: 160.0 pF, 18.00 nH
Search, M = 1.5: best R = 23.39 ohm, damping ratio 0.2500
Search, M = 2.0: best R = 15.01 ohm, damping ratio 0.5000
Search, M = 2.5: best R = 11.98 ohm, damping ratio 0.7500
Chosen snubber: Cs = 300 pF, R = 15.01 ohm, damping ratio 0.5000
Snubber time constant R Cs = 4.50 ns
Damping ratio if R = Z0 instead = 0.4934
Bus = 400 V, switch rating = 650 V
Peak, linear C0, no snubber = 800 V
Peak, linear C0, snubber = 574 V (1.434 of bus)
Time of that peak = 6.50 ns
Heat in R, rising edge = 32.00 uJ
Heat in R, abrupt fall (switch 0.05 ohm) = 23.89 uJ
Heat in R per cycle, formula = 56.00 uJ
Power in R at 100 kHz = 5.60 W
Initial snubber current on abrupt fall = 26.7 A
Error gain from f1: C0 +2.667, L -2.667 (dimensionless)
f1 read 1% high: C0 = 102.7 pF, L = 24.66 nH
Loop resistance 1.0 ohm: deduced 99.61 pF, 25.46 nH
Test capacitor lead 1.0 nH: deduced 97.1 pF, 26.09 nH
Snubber lead 2.0 nH: damping ratio = 0.5446
Without a 10 pF probe the ring would be at 105.4 MHz
Junction model: potential 3.0 V, C at 0 V = 1159 pF
Junction C, start 100 V below bus: deduced 100.3 pF, 25.35 nH
Peak, junction C, no snubber, no avalanche = 1144 V
Peak, junction C, snubber, abrupt edge = 668 V
Peak, linear C0, snubber, 10 ns edge = 489 V
Peak, junction C, snubber, 10 ns edge = 517 V
Peak, junction C, snubber, 20 ns edge = 438 V
Peak, linear C0, snubber, 5 A excess current = 575 V
```
